# Second-Order Grand Potential with Fermi Factors and Vanishing Denominators: a program that tests the result

```python
"""Second-order grand potential of interacting fermions at fixed mu and T.

Result under test, for K = H0 - mu N + lam V, coefficient of lam^2 in Omega:
  Omega2 = sum' |f_pq|^2 n_p h_q / D + 1/4 sum' |v_pqrs|^2 n_p n_q h_r h_s / G
         - beta/2 sum0 |f_pq|^2 n_p h_q
         - beta/8 sum0 |v_pqrs|^2 n_p n_q h_r h_s
n: Fermi occupation, h = 1 - n, D = e_p - e_q, G = e_p + e_q - e_r - e_s,
sum': nonzero denominators, sum0: zero denominators,
v: antisymmetrized interaction, u: one-body part of V,
f_pq = u_pq + sum_r v_prqr n_r.
Model: orbitals c, a, b with two spins each; all energies are in eV.
"""
import numpy as np
from scipy import constants
from scipy.special import expit, logsumexp

# ---------- model parameters (eV) ----------
e_c, e_ab = -1.0, 0.0
U, J = 0.6, 0.15
U_inter = U - 2 * J
t_ca, t_ab, mean_pot = 0.15, 0.10, 0.9
kT_main, mu_main = 0.5, 0.2
n_orb, n_so = 3, 6
ZERO = 1e-9  # denominators below this (eV) are rounding noise around zero


def spin_levels(split=0.0):
    """Levels of c, a, b (each twice); a and b are separated by split."""
    return np.repeat([e_c, e_ab + split / 2, e_ab - split / 2], 2)


# ---------- integrals: spin orbital index = 2*orbital + spin ----------
u_orb = np.array([[-mean_pot, t_ca, 0.0],
                  [t_ca, -mean_pot, t_ab],
                  [0.0, t_ab, -mean_pot]])
u = np.kron(u_orb, np.eye(2))
w_orb = np.zeros((n_orb,) * 4)  # <pq|rs>, electron 1 in p and r
for p in range(n_orb):
    w_orb[p, p, p, p] = U
    for q in range(n_orb):
        if p != q:
            w_orb[p, q, p, q] = U_inter
            w_orb[p, q, q, p] = J
            w_orb[p, p, q, q] = J
w = np.zeros((n_so,) * 4)
for p, q, r, s in np.ndindex(w.shape):
    if p % 2 == r % 2 and q % 2 == s % 2:
        w[p, q, r, s] = w_orb[p // 2, q // 2, r // 2, s // 2]
v = w - w.transpose(0, 1, 3, 2)

# ---------- many-body matrices in the full Fock space ----------
lower, parity = np.array([[0.0, 1.0], [0.0, 0.0]]), np.diag([1.0, -1.0])
ann = []
for p in range(n_so):
    mat = np.eye(1)
    for q in range(n_so):
        factor = parity if q < p else (lower if q == p else np.eye(2))
        mat = np.kron(mat, factor)
    ann.append(mat)
cre = [m.T for m in ann]
dim = 2 ** n_so
number_diag = np.array([np.diag(cre[p] @ ann[p]) for p in range(n_so)])
V = np.zeros((dim, dim))
for p, q in np.ndindex(u.shape):
    V += u[p, q] * cre[p] @ ann[q]
for p, q, r, s in np.argwhere(w != 0):  # plain, not antisymmetrized
    V += 0.5 * w[p, q, r, s] * cre[p] @ cre[q] @ ann[s] @ ann[r]
assert np.allclose(V, V.T, atol=1e-13)


def exact_omega(lam, levels, mu, kT):
    """Grand potential from complete diagonalization."""
    K = np.diag((levels - mu) @ number_diag) + lam * V
    return -kT * logsumexp(-np.linalg.eigvalsh(K) / kT)


def exact_coefficients(levels, mu, kT):
    """First and second Taylor coefficients of the exact Omega(lam)."""
    h = 0.01 * kT
    m2, m1, z, p1, p2 = [exact_omega(k * h, levels, mu, kT)
                         for k in (-2, -1, 0, 1, 2)]
    first = (m2 - 8 * m1 + 8 * p1 - p2) / (12 * h)
    second = (-m2 + 16 * m1 - 30 * z + 16 * p1 - p2) / (24 * h * h)
    return first, second


def line_factors(levels, mu, kT):
    """Occupations, f, squared vertices with Fermi factors, energy gaps."""
    n, hole = expit((mu - levels) / kT), expit((levels - mu) / kT)
    f = u + np.einsum('prqr,r->pq', v, n)
    one = f ** 2 * np.outer(n, hole)
    two = v ** 2 * np.einsum('p,q,r,s->pqrs', n, n, hole, hole)
    D = levels[:, None] - levels[None, :]
    pair = levels[:, None] + levels[None, :]
    G = pair[:, :, None, None] - pair[None, None, :, :]
    return n, f, one, two, D, G


def derived_terms(levels, mu, kT):
    """Omega1 and the four parts of Omega2 from the derived formula."""
    n, f, one, two, D, G = line_factors(levels, mu, kT)
    omega1 = np.diag(u) @ n + 0.5 * np.einsum('pqpq,p,q->', v, n, n)
    d_ok, g_ok = np.abs(D) > ZERO, np.abs(G) > ZERO
    parts = np.array([np.sum(one[d_ok] / D[d_ok]),
                      0.25 * np.sum(two[g_ok] / G[g_ok]),
                      -np.sum(one[~d_ok]) / (2 * kT),
                      -np.sum(two[~g_ok]) / (8 * kT)])
    return omega1, parts


# ---------- main case: formula against exact derivatives ----------
levels = spin_levels()
beta = 1 / kT_main
omega1, parts = derived_terms(levels, mu_main, kT_main)
omega2 = parts.sum()
fd1, fd2 = exact_coefficients(levels, mu_main, kT_main)
assert abs(omega1 - fd1) < 1e-8
assert abs(omega2 - fd2) < 1e-8
assert abs(parts[:2].sum() - fd2) > 1e-2  # beta terms cannot be dropped

# ---------- correlation function and cumulant integrals ----------
E0 = (levels - mu_main) @ number_diag
prob = np.exp(-beta * E0 - logsumexp(-beta * E0))
mean_V = prob @ np.diag(V)


def trace_corr(tau):
    """<V(tau)V> - <V>^2 from many-body matrix elements."""
    boltz = prob[:, None] * np.exp(tau * (E0[:, None] - E0[None, :]))
    return np.sum(boltz * V ** 2) - mean_V ** 2


n, f, one, two, D, G = line_factors(levels, mu_main, kT_main)
for fraction in (0.0, 0.2, 0.5, 0.9):
    tau = fraction * beta
    wick = np.sum(one * np.exp(tau * D)) + np.sum(two * np.exp(tau * G)) / 4
    assert abs(wick - trace_corr(tau)) < 1e-10
    assert abs(trace_corr(tau) - trace_corr(beta - tau)) < 1e-10
x, weight = np.polynomial.legendre.leggauss(24)
x, weight = (x + 1) / 2, weight / 2
single = -0.5 * beta * sum(a * trace_corr(beta * y)
                           for y, a in zip(x, weight))
ordered = -sum(a * b * beta * y * trace_corr(beta * y * (1 - z))
               for y, a in zip(x, weight) for z, b in zip(x, weight))
assert abs(single - omega2) < 1e-9
assert abs(ordered - omega2) < 1e-9

# ---------- splitting the degenerate pair ----------
split_rows = []
for split in (0.1, 0.01, 0.001):
    lev = spin_levels(split)
    _, part = derived_terms(lev, mu_main, kT_main)
    assert abs(part.sum() - exact_coefficients(lev, mu_main, kT_main)[1]) < 1e-8
    na, nb = expit((mu_main - lev[2]) / kT_main), expit((mu_main - lev[4]) / kT_main)
    forward, backward = na * (1 - nb) / split, -nb * (1 - na) / split
    split_rows.append((split, part[:2].sum(), part[2:].sum(), part.sum(),
                       forward, backward, forward + backward))
pair_limit = -beta * n[2] * (1 - n[2])
assert abs(split_rows[-1][6] - pair_limit) < 1e-5
assert abs(split_rows[-1][3] - omega2) < 1e-3
assert abs(split_rows[-1][1] - parts[:2].sum()) > 5e-3  # parts do jump

# ---------- low temperature, mu in the gap: ground-state limit ----------
mu_gap, kT_gap = -0.5, 0.02
_, gap_parts = derived_terms(levels, mu_gap, kT_gap)
E_gap = (levels - mu_gap) @ number_diag
ground = np.argmin(E_gap)
excited = np.arange(dim) != ground
ground_second = -np.sum(V[excited, ground] ** 2
                        / (E_gap[excited] - E_gap[ground]))
assert abs(gap_parts.sum() - ground_second) < 1e-7
assert abs(gap_parts[2:].sum()) < 1e-7

# ---------- low temperature, mu on the degenerate shell ----------
shell_rows = []
for kT in (0.05, 0.025):
    first, part = derived_terms(levels, e_ab, kT)
    assert abs(part.sum() - exact_coefficients(levels, e_ab, kT)[1]) < 1e-6
    correction = (exact_omega(1, levels, e_ab, kT)
                  - exact_omega(0, levels, e_ab, kT) - first)
    shell_rows.append((kT, part[:2].sum(), part[2:].sum(), part.sum(), correction))
assert abs(shell_rows[1][3] - shell_rows[0][3]) > 0.5
# entropy lies between 0 and ln(dim), which bounds the exact change
assert abs(shell_rows[1][4] - shell_rows[0][4]) < 0.025 * np.log(dim) + 1e-6

# ---------- printed numbers ----------
hartree = constants.value('Hartree energy in eV')
kelvin = kT_main * constants.e / constants.k
omega0 = exact_omega(0, levels, mu_main, kT_main)
omega_full = exact_omega(1, levels, mu_main, kT_main)
print(f"levels c, a=b: {e_c:.2f}, {e_ab:.2f} eV")
print(f"U, U_inter, J: {U:.2f}, {U_inter:.2f}, {J:.2f} eV")
print(f"hopping c-a, a-b: {t_ca:.2f}, {t_ab:.2f} eV")
print(f"subtracted mean potential: {mean_pot:.2f} eV")
print(f"kT, mu: {kT_main:.2f}, {mu_main:.2f} eV (T = {kelvin:.0f} K)")
print(f"beta: {beta:.3f} 1/eV")
print(f"occupation per spin orbital c, a=b: {n[0]:.6f}, {n[2]:.6f}")
print(f"mean particle number of H0: {n.sum():.6f}")
print(f"f_cc, f_aa: {f[0, 0]:.6f}, {f[2, 2]:.6f} eV")
print(f"f_ca, f_ab: {f[0, 2]:.6f}, {f[2, 4]:.6f} eV")
print(f"C(0), C(beta/2): {trace_corr(0):.6f}, {trace_corr(beta / 2):.6f} eV^2")
print(f"Omega0: {omega0:.6f} eV")
print(f"Omega1: {omega1:.6f} eV")
names = ("one-body regular", "two-body regular", "one-body beta", "two-body beta")
for name, value in zip(names, parts):
    print(f"Omega2 part, {name}: {value:.6f} eV")
print(f"Omega2 formula: {omega2:.6f} eV = {omega2 / hartree:.6f} hartree")
print(f"Omega2 from exact lambda derivative: {fd2:.6f} eV")
print(f"Omega2 from single tau integral: {single:.6f} eV")
print(f"Omega2 from ordered double integral: {ordered:.6f} eV")
print(f"Omega0+Omega1+Omega2: {omega0 + omega1 + omega2:.6f} eV")
print(f"Omega exact, lambda=1: {omega_full:.6f} eV")
for lam in (1.0, 0.5, 0.25):
    rest = (exact_omega(lam, levels, mu_main, kT_main)
            - omega0 - lam * omega1 - lam ** 2 * omega2)
    print(f"exact minus second-order sum, lambda={lam:.2f}: {rest:.6f} eV")
for d, reg, bet, tot, fw, bw, both in split_rows:
    print(f"a-b split {d:.3f} eV: regular {reg:.6f}, beta {bet:.6f}, "
          f"total {tot:.6f} eV")
    print(f"  a-b fractions: {fw:.4f}, {bw:.4f}, sum {both:.6f} 1/eV")
print(f"limit -beta n(1-n) for a-b: {pair_limit:.6f} 1/eV")
print(f"gap case mu, kT: {mu_gap:.2f}, {kT_gap:.3f} eV")
print(f"gap case Omega2: {gap_parts.sum():.6f} eV")
print(f"gap case beta terms: {gap_parts[2:].sum():.2e} eV")
print(f"ground-state second-order energy: {ground_second:.6f} eV")
print(f"shell case mu: {e_ab:.2f} eV")
for kT, reg, bet, tot, corr in shell_rows:
    print(f"shell case kT={kT:.3f} eV: regular {reg:.6f}, beta {bet:.6f}, "
          f"Omega2 {tot:.6f} eV")
    print(f"  exact Omega-Omega0-Omega1: {corr:.6f} eV")
print("all assertions hold")
```

Printed output:

```
levels c, a=b: -1.00, 0.00 eV
U, U_inter, J: 0.60, 0.30, 0.15 eV
hopping c-a, a-b: 0.15, 0.10 eV
subtracted mean potential: 0.90 eV
kT, mu: 0.50, 0.20 eV (T = 5802 K)
beta: 2.000 1/eV
occupation per spin orbital c, a=b: 0.916827, 0.598688
mean particle number of H0: 4.228405
f_cc, f_aa: 0.188915, 0.141194 eV
f_ca, f_ab: 0.150000, 0.100000 eV
C(0), C(beta/2): 0.130946, 0.119776 eV^2
Omega0: -4.312867 eV
Omega1: -1.560517 eV
Omega2 part, one-body regular: -0.014316 eV
Omega2 part, two-body regular: -0.002990 eV
Omega2 part, one-body beta: -0.034213 eV
Omega2 part, two-body beta: -0.071732 eV
Omega2 formula: -0.123251 eV = -0.004529 hartree
Omega2 from exact lambda derivative: -0.123251 eV
Omega2 from single tau integral: -0.123251 eV
Omega2 from ordered double integral: -0.123251 eV
Omega0+Omega1+Omega2: -5.996635 eV
Omega exact, lambda=1: -5.984903 eV
exact minus second-order sum, lambda=1.00: 0.011732 eV
exact minus second-order sum, lambda=0.50: 0.001429 eV
exact minus second-order sum, lambda=0.25: 0.000174 eV
a-b split 0.100 eV: regular -0.029873, beta -0.093345, total -0.123218 eV
  a-b fractions: 2.1688, -2.6489, sum -0.480168 1/eV
a-b split 0.010 eV: regular -0.029551, beta -0.093733, total -0.123284 eV
  a-b fractions: 23.7864, -24.2670, sum -0.480518 1/eV
a-b split 0.001 eV: regular -0.029518, beta -0.093737, total -0.123255 eV
  a-b fractions: 240.0205, -240.5011, sum -0.480521 1/eV
limit -beta n(1-n) for a-b: -0.480521 1/eV
gap case mu, kT: -0.50, 0.020 eV
gap case Omega2: -0.067500 eV
gap case beta terms: -3.58e-10 eV
ground-state second-order energy: -0.067500 eV
shell case mu: 0.00 eV
shell case kT=0.050 eV: regular -0.028125, beta -0.803125, Omega2 -0.831250 eV
  exact Omega-Omega0-Omega1: -0.314837 eV
shell case kT=0.025 eV: regular -0.028125, beta -1.606250, Omega2 -1.634375 eV
  exact Omega-Omega0-Omega1: -0.355390 eV
all assertions hold
```
